\section*{Strain-gradient imprint field in a shorted ferroelectric hafnia capacitor}

\section{Problem}

A ferroelectric film of thickness $t=10$ nm lies between two identical metal electrodes. Its strain $u(z)$ rises by $\Delta u=0.5$ percent from the bottom face to the top face. The flexocoupling coefficient, which measures how strongly a strain gradient acts on the polarization, is $f=5$ V. The film is hafnia-like, with remanent polarization $P_r=20$ uC/cm$^2$ and coercive field $E_c=1$ MV/cm.

What is the magnitude of the internal field due to the strain gradient? How does it displace the hysteresis loop, and which of the two stored states does it favour?

Fields, polarization and the $z$ axis point from bottom to top when positive. The applied voltage $V$ is signed so that a uniform film has the electrostatic field $E=V/t$.

\section{A tempting solution}

With the electrodes shorted, the voltage across the film is zero:
\begin{equation}
\int_0^t E\,dz=V=0 .
\end{equation}
If the strain gradient and the polarization are uniform, $E$ is uniform too, so it vanishes everywhere. The strain gradient may induce some polarization, but the electrodes supply the charge that compensates it. The internal field is therefore zero, the loop stays centred, and neither state is favoured.

\section{Where it fails}

The electrostatics is right: $E$ is zero in this shorted film. The fault is the inference from $E=0$ to the absence of a force on the polarization. The strain gradient acts on $P$ directly, through the lattice, and needs no voltage to do so. The internal field sought here is this force, expressed as the electric field that would have the same effect.

\section{The right solution}

\subsection{The field}

For uniform $P$ in a given field $E$, take the Landau energy density
\begin{equation}
F=\frac a2P^2+\frac b4P^4-fP\frac{du}{dz}-EP,\qquad a<0,\quad b>0. \label{energy}
\end{equation}
The third term defines $f$ here, and no separate surface energy is added. The strain is held fixed while $P$ changes. Setting $\partial F/\partial P=0$ gives
\begin{equation}
aP+bP^3=E+f\frac{du}{dz}. \label{state}
\end{equation}
The gradient stands beside $E$ and acts as an added field. For a linear strain profile,
\begin{equation}
E_{\rm fl}=f\frac{du}{dz}=f\frac{\Delta u}{t}.
\end{equation}
Strain has no unit, so volts divided by length give a field:
\begin{align}
\frac{\Delta u}{t}&=\frac{0.005}{10^{-8}\ {\rm m}}=5\times10^5\ {\rm m}^{-1},\\
E_{\rm fl}&=(5\ {\rm V})(5\times10^5\ {\rm m}^{-1})
=2.5\times10^6\ {\rm V/m}=0.025\ {\rm MV/cm}.
\end{align}
The last step uses $1$ MV/cm $=10^8$ V/m. Reversing the sign of $f$ or of the gradient reverses the field but not its magnitude.

\subsection{The displaced loop}

Write (\ref{state}) as $E=g(P)-E_{\rm fl}$, with $g(P)=aP+bP^3$. Without the gradient, the stable states at $E=0$ satisfy $a+bP^2=0$, so $P_r^2=-a/b$. A branch of the loop ends where $dg/dP=a+3bP^2=0$, at $P=\pm P_r/\sqrt3$. On the lower branch, $P=-P_r/\sqrt3$, and since $b=-a/P_r^2$,
\begin{equation}
g=aP\left(1-\frac{P^2}{P_r^2}\right)
=-\frac{aP_r}{\sqrt3}\,\frac23
=\frac{2|a|P_r}{3\sqrt3}=E_c. \label{coercive}
\end{equation}
The given $P_r$ and $E_c$ thus fix $a=-1.299\times10^9$ V\,m/C and $b=3.248\times10^{10}$ V\,m$^5$/C$^3$. Because $g$ is odd, the upper branch ends at $g=-E_c$. With the gradient present, the switching fields are
\begin{align}
E_{\uparrow}&=E_c-E_{\rm fl}=0.975\ {\rm MV/cm},\\
E_{\downarrow}&=-E_c-E_{\rm fl}=-1.025\ {\rm MV/cm}.
\end{align}
Half their sum is the loop centre, $-E_{\rm fl}=-0.025$ MV/cm. Half their difference is still $E_c$. In voltage, the centre lies at
\begin{equation}
V_0=-E_{\rm fl}t=-f\Delta u=-25\ {\rm mV}.
\end{equation}
The thickness has cancelled. If $\Delta u$ is held fixed and the film is made twice as thick, the field halves to $0.0125$ MV/cm and the voltage stays the same. If the gradient is held fixed instead, the field stays the same and the voltage doubles.

Real films usually switch through domains, not uniformly as (\ref{coercive}) supposes. For a fixed uniform gradient the displacement does not rest on that supposition: $-fP\,du/dz$ has the same form as $-EP$ for any pattern of $P$. If everything else in the film treats $P$ and $-P$ alike, both switching fields still move by $-E_{\rm fl}$.

\subsection{A curved strain profile}

Suppose the strain relaxes exponentially over 3 nm from the bottom face, with the same total change. The local value of $f\,du/dz$ then falls from $0.086$ MV/cm at the bottom to $0.003$ MV/cm at the top. To find which value sets the displacement, let $\varepsilon_b$ be the background relative permittivity, which describes the response not contained in $P$. Without free charge in the film, $\varepsilon_0\varepsilon_bE+P$ is the same at every $z$, and so equals its own average:
\begin{equation}
\varepsilon_0\varepsilon_bE(z)+P(z)
=\varepsilon_0\varepsilon_b\frac Vt+\bar P .
\end{equation}
Solving for $E(z)$ and inserting it in (\ref{state}) gives
\begin{equation}
aP+bP^3=\frac Vt-\frac{P-\bar P}{\varepsilon_0\varepsilon_b}
+f\frac{du}{dz}. \label{local}
\end{equation}
The second term on the right averages to zero over the film, which leaves
\begin{equation}
a\bar P+b\,\overline{P^3}=\frac Vt+f\frac{\Delta u}{t}.
\end{equation}
If $P$ is nearly uniform, $\overline{P^3}\approx\bar P^3$, and the earlier result returns with the average gradient. This argument takes $P$ to depend on $z$ only; it does not cover reversal that starts at a small spot near one face.

The size of the non-uniformity follows from (\ref{local}). For $\varepsilon_b=5$, $1/(\varepsilon_0\varepsilon_b)\approx2.3\times10^{10}$ V\,m/C. Near a switching point $a+3bP^2$ is close to zero, so this electrostatic stiffness alone resists a local change of $P$. The largest departure of the local field from its average is about $0.061$ MV/cm, or $6.1\times10^6$ V/m. Dividing by the stiffness gives a change of about $0.03$ uC/cm$^2$, against $P_r/\sqrt3\approx11.5$ uC/cm$^2$.

Strain also acts through electrostriction, with energy density $-quP^2$. This replaces $a$ by $a-2qu$. Being even in $P$, it cannot displace the loop alone: for $f=0$, reversing both $P$ and $V$ turns one solution into another. It does change the width. Equation (\ref{coercive}) with $P_r=\sqrt{|a|/b}$ gives $E_c\propto|a|^{3/2}$. For the round value $q=10^{10}$ J\,m/C$^2$, a uniform strain of 0.5 percent raises $|a|$ by $10^8$ V\,m/C, and hence $E_c$ from 1 to $1.118$ MV/cm, with no displacement.

A numerical solution of (\ref{local}) for the curved profile, with electrostriction included, puts the centre at $-0.02498$ MV/cm. This differs from the simple result by about 0.1 percent of that result. Electrostriction raises the largest departure of $P$ from its mean to about $0.07$ uC/cm$^2$, which is still small. The width, unlike the centre, depends on the absolute strain, which $\Delta u$ does not fix. With $u=0$ at the bottom face the coercive field becomes $1.086$ MV/cm. With $u=0$ at the top face, so that a compression of 0.5 percent relaxes upwards, it is $0.970$ MV/cm. With zero mean strain it stays at $1.000$ MV/cm. The centre is $-0.02498$ MV/cm in all three cases. Strain can thus alter the width more than its gradient moves the centre, or hardly at all, and the direction of the change also follows the sign of $q$.

\subsection{The favoured state}

At zero voltage the gradient adds $-E_{\rm fl}P$ to the energy density. To first order, the states near $+P_r$ and $-P_r$ change by $-E_{\rm fl}P_r$ and $+E_{\rm fl}P_r$. Small shifts of the energy minima enter only at second order. Hence
\begin{equation}
F_--F_+\approx2P_rE_{\rm fl}
=2(0.2\ {\rm C/m^2})(2.5\times10^6\ {\rm V/m})
=10^6\ {\rm J/m^3},
\end{equation}
or $6.24$ meV/nm$^3$. The state polarized along $E_{\rm fl}$ is favoured.

At 85~$^\circ$C the thermal energy is $30.9$ meV. The energy difference reaches this value for a region of about 5 nm$^3$ reversing as a unit. This does not give a retention time, which also depends on the barrier between the states and on how reversal starts.

The two remanent values shift as well. Near either state the slope of $g$ is $a+3bP_r^2=-2a=2|a|$, so both move in the same direction by
\begin{equation}
\delta P\approx\frac{E_{\rm fl}}{2|a|}
=\frac{2.5\times10^6}{2.598\times10^9}\ {\rm C/m^2}
\approx0.096\ {\rm uC/cm^2}.
\end{equation}
This is about 0.5 percent of $P_r$. The value rests on the fitted $a$, which implies a relative permittivity $\varepsilon_b+1/(2|a|\varepsilon_0)\approx48$ at remanence for $\varepsilon_b=5$. A rough value near 30, more usual for hafnia films, would give about $0.055$ uC/cm$^2$.

\section{Conditions on the answer}

\subsection{The surface term}

Flexocoupling is also written in a form that shares the derivative between strain and polarization:
\begin{equation}
\frac f2\left(u\frac{dP}{dz}-P\frac{du}{dz}\right)
=-fP\frac{du}{dz}+\frac f2\frac{d(uP)}{dz}.
\end{equation}
The last term is a total derivative, so the equation inside the film is unchanged. It does contribute at the faces. If $P$ is held uniform right up to them, $dP/dz=0$, and the left side integrates to $-(f/2)P\Delta u$. The total drive is then half as large, equivalent to $0.0125$ MV/cm. The value $0.025$ MV/cm belongs to the coupling in (\ref{energy}); a different surface energy can reduce the displacement, cancel it or reverse its sign. For example, adding $f\,d(uP)/dz$ to the coupling in (\ref{energy}) turns it into $fu\,dP/dz$, which gives no drive at all when $P$ is uniform.

\subsection{An interfacial layer}

Let a non-ferroelectric layer of thickness $d=0.5$ nm and relative permittivity $\varepsilon_i=10$ lie between a uniform film and the top electrode, with trapped sheet charge $\sigma$ where the layer meets the film. The film field is $E_f=g(P)-E_{\rm fl}$, and the layer field $E_i$ obeys
\begin{equation}
\varepsilon_0\varepsilon_iE_i
=\varepsilon_0\varepsilon_bE_f+P+\sigma .
\end{equation}
The voltage is $V=E_ft+E_id$. Its terms odd in $P$ do not affect the loop centre; the remaining terms give
\begin{equation}
V_0=-E_{\rm fl}\left(t+\frac{\varepsilon_b}{\varepsilon_i}d\right)
+\frac{\sigma d}{\varepsilon_0\varepsilon_i}.
\end{equation}
For $\sigma=0$ the effective thickness is $10.25$ nm and $V_0=-25.6$ mV, a small correction. But a trapped charge of $0.44$ uC/cm$^2$, or $2.8\times10^{12}$ elementary charges per cm$^2$, contributes 25 mV by itself. It can nearly cancel the flexoelectric displacement or, with the other sign, double it approximately.

The layer also leaves $P$ incompletely screened. With $\sigma=0$ and $V=0$, the positive state has a film field of $-0.85$ MV/cm and its polarization falls to $15.3$ uC/cm$^2$. This depolarization field is over thirty times $E_{\rm fl}$. It opposes whichever state is stored, so it threatens retention without itself moving the loop centre.

These numbers describe an ideally insulating layer. At $V=0$ the voltages across film and layer cancel, so the layer field is $E_i=-E_ft/d\approx17$ MV/cm, several times the rough breakdown field of 4 MV/cm used below. A real layer would be expected to leak or trap charge, which can screen much of $P$. The example is therefore a limiting case, not a prediction for a device. The formula for $V_0$ also assumes that $\sigma$ stays fixed while $P$ reverses.

\subsection{Beside a real capacitor}

A thickness of 10 nm, a remanence of some tens of uC/cm$^2$ and a coercive field near 1 MV/cm are rough typical values for hafnia-based capacitors. The coefficient of 5 V is a given parameter, not a measured value for hafnia. The gradient is very steep: in a bent plate, where the gradient is the inverse radius of curvature, it would require a radius of 2 $\mu$m. In a flat device it could come, for example, from strain relaxing within the film. Real devices can break the assumption of identical electrodes. An uncompensated work-function difference of 0.1 eV puts 0.1 V across 10 nm, a field of 0.1 MV/cm, four times the flexoelectric one and of either sign. A measured displacement therefore cannot be assigned to a strain gradient from its size alone. For the film without an interfacial layer, the larger switching field is about a quarter of a rough breakdown field of 4 MV/cm.

\section{Answer}

The internal field has magnitude $0.025$ MV/cm, or 2.5 percent of the coercive field. It is an effective field and coexists with zero electrostatic field in the uniform shorted film. With the coupling in (\ref{energy}), positive $f$ and a strain rising towards the top, it moves the loop centre to $-25$ mV and favours the upward state. The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
INPUTS (device values rough or round)
flexocoupling coefficient: 5 V
strain change: 0.5 percent
film thickness: 10 nm
remanent polarization: 20 uC/cm2
coercive field: 1 MV/cm
background relative permittivity: 5 (no unit)
electrostrictive coupling q: 1e+10 J m/C2
strain relaxation length: 3 nm
interfacial layer thickness: 0.5 nm
interfacial layer relative permittivity: 10 (no unit)
rough breakdown field: 4 MV/cm
temperature of use: 358.15 K
MAIN RESULT
strain gradient: 5e+05 1/m
flexoelectric field: 2.5e+06 V/m
flexoelectric field: 0.025 MV/cm
flexoelectric voltage f*du: 25 mV
field / coercive field: 2.5 percent
LOOPS FROM THE EQUATION OF STATE
Landau a: -1.299e+09 V m/C
Landau b: 3.248e+10 V m5/C3
centre, linear strain: -0.02500 MV/cm
upper switching field: 0.9750 MV/cm
lower switching field: -1.0250 MV/cm
centre at doubled thickness: -0.01250 MV/cm
centre, relaxing strain + electrostriction: -0.02498 MV/cm
local flexo field at bottom, relaxing: 0.08642 MV/cm
local flexo field at top, relaxing: 0.003083 MV/cm
|centre| without flexocoupling below: 2.5e-07 MV/cm
coercive field, uniform strain: 1.118 MV/cm
coercive field, relaxing strain: 1.086 MV/cm
RETENTION
energy difference of the states: 6.241 meV/nm3
thermal energy: 30.86 meV
volume where difference = kT: 4.945 nm3
remanent polarization offset: 0.09623 uC/cm2
NEGLECTED EFFECTS
field with split coupling, rigid P: 0.0125 MV/cm
loop centre with interfacial layer: -25.63 mV
remanence with interfacial layer: 15.34 uC/cm2
film field at zero voltage, with layer: -0.8452 MV/cm
trapped charge giving the same voltage: 0.4427 uC/cm2
the same as a number density: 2.763e+12 1/cm2
assumed work-function difference: 0.1 eV
its field across the film: 0.1 MV/cm
largest switching field / breakdown: 0.2562 (no unit)
\end{verbatim}
